\section*{Orbital Transformation: Linear Constraint and Energy Gradient for Born-Oppenheimer Dynamics}

\section{Result and conventions}

Let $M$ real, linearly independent basis functions have overlap matrix $S$. Let the columns of the $M\times N$ matrix $c$ hold the coefficients of $N<M$ equally occupied real orbitals. The energy $E(c)$ is to be minimised at fixed nuclei subject to $c^TSc=I$. Given a reference with $c_0^TSc_0=I$, the VandeVondele--Hutter orbital transformation is
\begin{equation}
c(x)=c_0\cos U+x\,U^{-1}\sin U,\qquad U=(x^TSx)^{1/2},
\label{eq:map}
\end{equation}
where $x$ is $M\times N$ and $U$ is the positive semidefinite root. If
\begin{equation}
c_0^TSx=0,
\label{eq:lin}
\end{equation}
then $c(x)^TSc(x)=I$. The quadratic constraint on $c$ is replaced by a linear one on $x$.

Write $A=x^TSx=R\,\mathrm{diag}(u_i^2)R^T$ with $R$ orthogonal and $u_i\ge0$, and let $G=\partial E/\partial c$. The gradient before the linear constraint is imposed is
\begin{align}
\Gamma\equiv\frac{\partial E}{\partial x}&=G\,U^{-1}\sin U+Sx\,(W+W^T),\label{eq:grad}\\
W&=R\left[(R^Tc_0^TGR)\circ D^f+(R^Tx^TGR)\circ D^g\right]R^T .\label{eq:W}
\end{align}
Here $\circ$ is the elementwise product. With $\operatorname{sinc}z=\sin z/z$, $p_{ij}=(u_i+u_j)/2$ and $q_{ij}=(u_i-u_j)/2$,
\begin{align}
D^f_{ij}&=-\tfrac12\operatorname{sinc}p_{ij}\,\operatorname{sinc}q_{ij},\label{eq:Df}\\
D^g_{ij}&=-\tfrac12\int_0^1t^2\operatorname{sinc}(tp_{ij})\operatorname{sinc}(tq_{ij})\,dt.\label{eq:Dg}
\end{align}
The gradient within the linear space \eqref{eq:lin} is
\begin{equation}
\Gamma_c=\Gamma-Sc_0\,(c_0^TS^2c_0)^{-1}c_0^TS\,\Gamma .
\label{eq:proj}
\end{equation}

The algebra is in atomic units; energies are quoted in eV, distances in angstrom and the $u_i$ in radians. Matrix derivatives are defined by $dE=\mathrm{tr}(\Gamma^Tdx)$, so $\Gamma$ has the shape of $x$. It is assumed that $E(cO)=E(c)$ for every orthogonal $N\times N$ matrix $O$. This holds when $E$ depends on $c$ only through $cc^T$, as in Hartree--Fock theory with equal occupations. With unequal occupations the energy in general also depends on rotations among the orbitals, and $x$ alone is not enough.

\section{Orthonormality}

Both matrix functions in \eqref{eq:map} are power series in $A$:
\begin{equation}
\cos U=f(A),\quad f(a)=\sum_{k\ge0}\frac{(-a)^k}{(2k)!},\qquad
U^{-1}\sin U=g(A),\quad g(a)=\sum_{k\ge0}\frac{(-a)^k}{(2k+1)!}.
\end{equation}
They converge for every $a$. No inverse of $U$ is therefore needed, and $c(x)$ is smooth even where $U$ is singular, in particular at $x=0$, where $c=c_0$.

Set $L=c_0^TSx$. Since $f(A)$ and $g(A)$ are symmetric,
\begin{equation}
c^TSc=f(A)^2+f(A)\,L\,g(A)+g(A)\,L^Tf(A)+g(A)\,A\,g(A).
\end{equation}
Functions of $A$ commute, and $a\,g(a)^2=\sin^2\!\sqrt a$, so the last term is $\sin^2U$. The first is $\cos^2U$, and hence
\begin{equation}
c^TSc-I=\cos U\,L\,g(A)+g(A)\,L^T\cos U .
\label{eq:error}
\end{equation}
This vanishes when $L=0$, for $x$ of any size. Adding $x$ to $c_0$ directly would instead give $(c_0+x)^TS(c_0+x)=I+U^2$.

The variables can be counted. Orthonormality imposes $N(N+1)/2$ conditions on $MN$ coefficients, and $N(N-1)/2$ of the remaining directions are rotations that leave $E$ unchanged. This leaves $MN-N^2=N(M-N)$, the dimension of the space \eqref{eq:lin}, which has $N^2$ independent conditions.

\section{Which orbitals are reached}

Equation \eqref{eq:map} does not produce every orthonormal matrix, because $c_0^TSc(x)=\cos U$ is symmetric. What matters is the occupied subspace. Let $C$ be any orthonormal basis of a target subspace, and suppose that $m=c_0^TSC$ is nonsingular. Define
\begin{equation}
Z=Cm^{-1}-c_0,\qquad T=(Z^TSZ)^{1/2},\qquad x=Z\,T^{-1}\arctan T .
\label{eq:inverse}
\end{equation}
Then $c_0^TSZ=mm^{-1}-I=0$, so $x$ obeys \eqref{eq:lin}. Also $x^TSx=\arctan^2T$, so $U=\arctan T$ and every $u_i<\pi/2$. Since $xU^{-1}=ZT^{-1}$ and $T^{-1}\sin U=\cos U$ (read as power series where $T$ is singular),
\begin{equation}
c(x)=c_0\cos U+Z\cos U=Cm^{-1}\cos U ,
\end{equation}
which spans the target subspace.

This $x$ is unique among those with all $u_i<\pi/2$. Replacing $C$ by $CO$ replaces $m$ by $mO$ and leaves $Z$ unchanged. One may therefore take $C=c(x)$, for which $m=\cos U$ and $Z=xU^{-1}\tan U$; then $T=\tan U$, and \eqref{eq:inverse} returns $x$. Both directions are smooth, because $\arctan(\sqrt b)/\sqrt b$ is analytic for $b>-1$. Hence, for $u_i<\pi/2$, stationary points in $x$ and stationary subspaces correspond one to one.

The $u_i$ are the principal angles between the old and new occupied subspaces, since their cosines are the singular values of $m$. A subspace with singular $m$ contains an orbital orthogonal to all of $c_0$; it lies on the boundary $u=\pi/2$, where uniqueness is lost. For $N=1$, for instance, $x$ and $-x$ then give $c$ and $-c$. If an angle approaches this boundary, the current orbitals should become the new reference, with $x=0$.

\section{The energy gradient}

\subsection{Differential of a matrix function}

The matrices $A$ and $dA$ need not commute, so the scalar chain rule does not apply. For a power,
\begin{equation}
d(A^k)=\sum_{l=0}^{k-1}A^l\,dA\,A^{k-1-l}.
\end{equation}
With $a_i=u_i^2$ and $Y=R^TdA\,R$, the elements in the eigenbasis of $A$ are
\begin{equation}
\left[R^Td(A^k)R\right]_{ij}=Y_{ij}\sum_{l=0}^{k-1}a_i^l\,a_j^{k-1-l}
=Y_{ij}\,\frac{a_i^k-a_j^k}{a_i-a_j},
\end{equation}
where the quotient means $ka_i^{k-1}$ if $a_i=a_j$. Summing the series for $f$ term by term gives
\begin{equation}
df(A)=R\,(D^f\circ Y)\,R^T,\qquad D^f_{ij}=\frac{f(a_i)-f(a_j)}{a_i-a_j},
\label{eq:dk}
\end{equation}
and likewise for $g$. The eigenvectors are never differentiated, so degeneracy causes no difficulty of principle.

The quotient is numerically unsafe when $u_i\approx u_j$. For $f$, use
\begin{equation}
\cos u_i-\cos u_j=-2\sin p_{ij}\sin q_{ij},\qquad u_i^2-u_j^2=4p_{ij}q_{ij}.
\end{equation}
Their ratio is \eqref{eq:Df}. For $g$, write $g(a)=\int_0^1\cos(t\sqrt a)\,dt$. Replacing $u$ by $tu$ in the previous result gives
\begin{equation}
\frac{\cos(tu_i)-\cos(tu_j)}{u_i^2-u_j^2}
=-\tfrac12\,t^2\operatorname{sinc}(tp_{ij})\operatorname{sinc}(tq_{ij}),
\end{equation}
and integration over $t$ gives \eqref{eq:Dg}. The integrand is smooth, so Gauss--Legendre quadrature is suitable; 24 points were used here. At $x=0$ every element of $D^f$ is $-1/2$ and every element of $D^g$ is $-1/6$, as the series for $f$ and $g$ require.

\subsection{Collecting the terms}

From \eqref{eq:map}, $dc=dx\,g(A)+c_0\,df(A)+x\,dg(A)$, and $dE=\mathrm{tr}(G^Tdc)$. The first part is
\begin{equation}
\mathrm{tr}(G^Tdx\,g)=\mathrm{tr}(g\,G^Tdx)=\mathrm{tr}\left[(Gg)^Tdx\right].
\end{equation}
For the second, let $B=R^Tc_0^TGR$. Then
\begin{equation}
\mathrm{tr}(G^Tc_0\,df)=\mathrm{tr}\left[B^T(D^f\circ Y)\right]
=\sum_{ij}B_{ij}D^f_{ij}Y_{ij}=\mathrm{tr}\left[(B\circ D^f)^TR^TdA\,R\right].
\end{equation}
The third part has the same form with $x$ in place of $c_0$ and $D^g$ in place of $D^f$. Together they equal $\mathrm{tr}(W^TdA)$, with $W$ from \eqref{eq:W}. Now $dA=dx^TSx+x^TSdx$. Transposing inside the first trace gives
\begin{align}
\mathrm{tr}(W^Tdx^TSx)&=\mathrm{tr}(x^TS\,dx\,W)=\mathrm{tr}\left[(SxW^T)^Tdx\right],\\
\mathrm{tr}(W^Tx^TS\,dx)&=\mathrm{tr}\left[(SxW)^Tdx\right].
\end{align}
Adding the contributions gives \eqref{eq:grad}.

\subsection{One orbital: a check and a failure}

For $N=1$ put $x=un$ with $n^TSn=1$ and $c_0^TSn=0$. The diagonal limits are $D^f=-\sin u/(2u)$ and $D^g=(u\cos u-\sin u)/(2u^3)$. Since $n^TSx=u$,
\begin{align}
n^T\Gamma&=\frac{\sin u}{u}\,n^TG+2u\left[-\frac{\sin u}{2u}\,c_0^TG+\frac{u\cos u-\sin u}{2u^3}\,u\,n^TG\right]\nonumber\\
&=\cos u\;n^TG-\sin u\;c_0^TG .
\end{align}
This is $G^T\,dc/du$ for $c=c_0\cos u+n\sin u$, as it must be.

The same case shows what can go wrong far from the reference. At $u=\pi$, $c=-c_0$ for every direction $n$, so turning $n$ does not change the energy. The radial derivative is $-n^TG$. If $M\ge3$, one can choose $n$ with $n^TG=0$, and the constrained gradient vanishes although $c_0$ need not be stationary. Keeping $u_i<\pi/2$ excludes such false solutions.

\section{Imposing the linear constraint}

A step $d$ from an admissible $x$ must satisfy $c_0^TSd=0$. Let $K$ be a symmetric positive definite $M\times M$ preconditioner, and minimise
\begin{equation}
\mathrm{tr}(\Gamma^Td)+\tfrac12\mathrm{tr}(d^TK^{-1}d)+\mathrm{tr}(\Lambda^Tc_0^TSd)
\end{equation}
with respect to $d$. This gives $d=-K(\Gamma+Sc_0\Lambda)$, and the constraint fixes the multiplier:
\begin{equation}
\Lambda=-(c_0^TSKSc_0)^{-1}c_0^TSK\,\Gamma .
\label{eq:lambda}
\end{equation}
For $K=I$ the step is $-\Gamma_c$ of \eqref{eq:proj}. For general $K$, the constraint removes the $\Lambda$ term from $\mathrm{tr}(\Gamma^Td)=-\mathrm{tr}(d^TK^{-1}d)$, which is negative unless $d=0$: the step goes downhill. Multiplying $\Gamma_c$ by $K$ without recomputing $\Lambda$ would in general break \eqref{eq:lin}.

Sums of admissible steps are admissible, so conjugate-gradient and quasi-Newton directions built from them need no orthonormalisation. Rounding errors in $L$ can be removed by $x\leftarrow x-c_0(c_0^TSx)$.

\section{Closed-shell Hartree--Fock}

For doubly occupied orbitals the density matrix is $P=2cc^T$. The energy is a linear plus a symmetric quadratic function of $P$, so $dE=\mathrm{tr}(F\,dP)$ with $F$ the Fock matrix. From $dP=2(dc\,c^T+c\,dc^T)$ and the symmetry of $F$,
\begin{equation}
dE=4\,\mathrm{tr}(c^TF\,dc),\qquad G=4Fc .
\end{equation}
At $x=0$, \eqref{eq:grad} reduces to $\Gamma=4Fc_0$. Then $\Gamma_c=0$ means $4Fc_0=-Sc_0\Lambda$. Multiplication by $c_0^T$ gives $-\Lambda=4c_0^TFc_0$, and therefore
\begin{equation}
Fc_0=Sc_0\,\varepsilon,\qquad \varepsilon=c_0^TFc_0 .
\end{equation}
Conversely, this equation puts $\Gamma$ in the part that \eqref{eq:proj} removes. At a stationary $x\neq0$ with $u_i<\pi/2$, the subspace is stationary; taking $c(x)$ as a new reference gives the same equation for $c(x)$. A stationary point may still be a saddle or a local minimum.

\section{Use in a dynamics step}

When the nuclei move, $S$ changes and the previous orbitals $C$ lose orthonormality. A new reference is $c_0=C(C^TSC)^{-1/2}$, for which $c_0^TSc_0=I$ by substitution. During the minimisation that follows, $Sc_0$ and the matrix inverted in \eqref{eq:proj} are fixed. Each evaluation then consists of these operations:
\begin{enumerate}
\item Form $A=x^TSx$, diagonalise this $N\times N$ matrix, and build $c(x)$.
\item Evaluate $E$ and $G$.
\item Build $D^f$, $D^g$ and $W$, then $\Gamma$ and its projection.
\end{enumerate}

The convergence threshold matters for the forces. Let $y$ be independent coordinates of the space \eqref{eq:lin}, $y_*$ the minimum and $\delta=y-y_*$. The energy error begins at order $\delta^2$. A nuclear force computed as $-\partial E/\partial X$ at fixed $y$, with $X$ a nuclear coordinate, has the error $-(\partial^2E/\partial X\partial y)\,\delta$, which is of first order. A small energy error alone therefore does not certify the forces.

\section{Worked example: stretching one bond of water}

The example uses restricted Hartree--Fock in the 6-31G basis, with $M=13$, $N=5$ and $5\times8=40$ independent variables. Electron correlation and the basis-set limit are left out. Orbitals are converged with both O--H distances at 0.95 angstrom and an angle of $105^\circ$. One bond is then lengthened to 1.05 angstrom, a deliberately large dynamics step. In the new overlap the old orbitals miss orthonormality by up to 0.024. They are orthonormalised once and serve as $c_0$.

\paragraph{Tests of the formulas.} At a random admissible $x$ with largest $u=1.2$, the orthonormality error is $2\times10^{-15}$. Replacing $x$ by $x+0.1c_0$ makes $L=0.1I$. By \eqref{eq:error} the error is then $0.2\cos U\,g(A)$, which cannot exceed 0.2; the largest element found is 0.171. The gradient \eqref{eq:grad} was tested against finite differences at the random admissible $x$, at a point with all $u_i$ equal, and at $x=0$. The largest deviation is $1.8\times10^{-9}$ eV at each point, beside gradient elements of up to about 2200 eV. No meaning is attached to the agreement of the three deviations. Omitting the $W$ term at the random point changes the projected gradient by up to 386 eV, while its largest element is 378 eV. At this point the term is thus as large as the projected gradient itself; at $x=0$ it vanishes through its factor $x$.

\paragraph{Minimisation.} At $x=0$ the largest element of $\Gamma$ is 2235 eV, but that of $\Gamma_c$ is 1.28 eV. The unprojected gradient is therefore useless as a convergence measure: even for a self-consistent reference it equals $4Sc_0\varepsilon$ at $x=0$, not zero. A quasi-Newton (BFGS) search in the scaled variable $z=5x$, started with the unit matrix as inverse Hessian, took 50 iterations and reduced the largest element of $\Gamma_c$ to $2.4\times10^{-4}$ eV. The iteration count depends on this scaling and is not a measure of the method's best performance. The energy fell by
\begin{equation}
-2067.3275-(-2067.4257)=0.0982\ \text{eV}.
\end{equation}
The final energy, $-2067.4257$ eV ($-75.97649$ hartree), agrees with an independent self-consistent diagonalisation to $5\times10^{-9}$ eV. Relative to the old geometry, the converged stretching energy is $2067.6345-2067.4257=0.2088$ eV. Stopping at the orthonormalised old orbitals would give 0.3070 eV, which is 47\% too high. These figures belong to RHF/6-31G and are not converged properties of water. In the cc-pVTZ and cc-pVQZ bases the Hartree--Fock stretching energy is 0.282 and 0.286 eV, up to 0.08 eV higher, and the excess at $x=0$ falls to 27--28\%. Second-order M{\o}ller--Plesset correlation lowers the cc-pVTZ value to 0.19 eV.

The largest principal angle at the minimum is 0.0369 rad, far below $\pi/2$, and the next is 0.0132 rad. The largest supplies 88\% of $\sum_iu_i^2$, so most of the change of the occupied subspace is the tilt of a single orbital direction. In polarised bases from 6-31G** to cc-pVQZ the largest angle is 0.030--0.033 rad and its share 77--87\%, so this conclusion survives a change of basis but the digits do not. The elements of $x$ agree with those obtained from the diagonalised orbitals through \eqref{eq:inverse} to $1.2\times10^{-5}$, where the largest element is 0.023.

No orthonormalisation was done during the search. The final error in $c_0^TSx$ is $4.9\times10^{-13}$, and that in $c^TSc$ is $9.8\times10^{-13}$. For small $U$ the error \eqref{eq:error} is close to $L+L^T$, whose elements cannot exceed twice the largest element of $L$; the two values are consistent with this bound. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Water, RHF/6-31G
basis functions M = 13, occupied orbitals N = 5
independent variables N(M-N) = 40
old O-H distances = 0.95, 0.95 angstrom
new O-H distances = 1.05, 0.95 angstrom
H-O-H angle = 105.0 degrees
-- tests at a general x with largest u = 1.200 rad
orthonormality error, constraint kept   = 2.0e-15
orthonormality error, x + 0.1 c0        = 0.1706
gradient at general x: largest element = 1591.3592 eV
   largest deviation from finite differences = 1.8e-09 eV
gradient at equal u: largest element = 2037.0013 eV
   largest deviation from finite differences = 1.8e-09 eV
gradient at x = 0: largest element = 2234.9562 eV
   largest deviation from finite differences = 1.8e-09 eV
largest projected element, general x    = 378.4020 eV
largest error if W term is omitted      = 386.2171 eV
-- one displaced geometry, minimisation in x
old orbitals in new overlap, error      = 0.02429
energy at old geometry                  = -2067.63449 eV
energy at x = 0, new geometry           = -2067.32752 eV
energy at minimum                       = -2067.42568 eV
energy at minimum (conversion)          = -75.9764924 hartree
energy from diagonalisation             = -2067.42568 eV
minimum minus diagonalisation           = 5.2e-09 eV
lowering from x = 0 to minimum          = 0.09816 eV
largest projected gradient at x = 0     = 1.2831 eV
largest projected gradient at minimum   = 2.4e-04 eV
iterations = 50, energy-gradient calls = 51
eigenvalues u of U at minimum (rad)     = 0.00011, 0.00154, 0.00301, 0.01316, 0.03694
largest element of x at minimum         = 0.02327
x minus x from diagonalised orbitals    = 1.2e-05
linear constraint error at minimum      = 4.9e-13
orthonormality error at minimum         = 9.8e-13
residual of F c = S c (c^T F c)         = 5.4e-05 eV
\end{verbatim}
